# Why a silicon etalon's free spectral range needs the group index: verification in Python

```python
"""Free spectral range (FSR) of a bare silicon etalon in air.
Result under test: the local spacing of transmission peaks is
    FSR = c / (2 n_g L),   n_g = n + nu dn/dnu,
and not c / (2 n L).
nu: frequency (Hz), n: phase index, n_g: group index, L: thickness (m).
Peaks are located from the electromagnetic matrix of the plate, which
contains only n(nu) and L, and are then compared with the formula.
"""
import numpy as np
from scipy.constants import c, h, e
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

L = 100e-6
lam0 = 1550e-9
nu0 = c / lam0
n0, ng0 = 3.48, 3.60          # rough room-temperature values for silicon
GHz = 1e9


def make_material(n_ref, ng_ref):
    """One-resonance law n^2 = 1 + A/(1-nu^2/nu_r^2) with given n, n_g at nu0."""
    ratio = n_ref * (ng_ref - n_ref) / (n_ref**2 - 1)
    x0 = ratio / (1 + ratio)
    strength = (n_ref**2 - 1) * (1 - x0)
    nu_r = nu0 / np.sqrt(x0)

    def index(nu):
        return np.sqrt(1 + strength / (1 - (nu / nu_r)**2))

    def group(nu):
        x = (nu / nu_r)**2
        return index(nu) + strength * x / (index(nu) * (1 - x)**2)

    return index, group, nu_r


def plate(nu, index, thickness=L, sine=0.0):
    """Reflectance and transmittance of the plate, s polarization."""
    eta_air = np.sqrt(1 - sine**2)
    eta = np.sqrt(index(nu)**2 - sine**2)
    delta = 2 * np.pi * nu * eta * thickness / c
    B = np.cos(delta) + 1j * np.sin(delta) / eta * eta_air
    C = 1j * eta * np.sin(delta) + np.cos(delta) * eta_air
    den = eta_air * B + C
    return abs((eta_air * B - C) / den)**2, abs(2 * eta_air / den)**2


def three_peaks(index, thickness=L, sine=0.0):
    """Reflection minimum nearest nu0 and its two neighbours (Hz)."""
    def refl(offset):
        return plate(nu0 + offset * GHz, index, thickness, sine)[0]
    grid = np.arange(-1000.0, 1001.0, 5.0)
    R = refl(grid)
    low = [i for i in range(1, len(grid) - 1)
           if R[i] < R[i - 1] and R[i] <= R[i + 1]]
    pos = np.array([minimize_scalar(refl, bounds=(grid[i - 1], grid[i + 1]),
                                    method="bounded",
                                    options={"xatol": 1e-7}).x for i in low])
    k = int(np.argmin(abs(pos)))
    assert 0 < k < len(pos) - 1
    return nu0 + pos[k - 1:k + 2] * GHz


def mean_spacing(peaks):
    return (peaks[2] - peaks[0]) / 2


n, ng, nu_r = make_material(n0, ng0)
fsr = c / (2 * ng0 * L)
fsr_phase = c / (2 * n0 * L)

# Group index from its definition, in frequency and in wavelength
d = 1e11
ng_fd = ((nu0 + d) * n(nu0 + d) - (nu0 - d) * n(nu0 - d)) / (2 * d)
dl = 1e-9
slope_lam = (n(c / (lam0 + dl)) - n(c / (lam0 - dl))) / (2 * dl)
assert abs(ng_fd - ng0) < 1e-6 and abs(ng(nu0) - ng0) < 1e-10
assert abs(n(nu0) - lam0 * slope_lam - ng0) < 1e-6

# Peaks of the dispersive plate against the group-index formula
p = three_peaks(n)
orders = 2 * n(p) * L * p / c
m = np.rint(orders).astype(int)
assert np.all(abs(orders - m) < 1e-6) and np.all(np.diff(m) == 1)
assert np.all(abs(plate(p, n)[1] - 1) < 1e-9)
spacing = mean_spacing(p)
assert abs(spacing - c / (2 * ng(p[1]) * L)) < 0.01 * GHz
assert abs(spacing - fsr) < 0.1 * GHz
assert abs(spacing - fsr_phase) > 10 * GHz

# Exact spacing from the frequency average of n_g between two peaks
gap = p[2] - p[1]
avg_ng = quad(lambda u: ng(p[1] + u * gap), 0, 1)[0]
assert abs(gap - c / (2 * L * avg_ng)) < 1e-4 * GHz

# Division of the one extra order into two contributions
delta_n = n(p[2]) - n(p[1])
part_spacing = 2 * L / c * (n(p[2]) + n(p[1])) / 2 * gap
part_index = 2 * L / c * (p[2] + p[1]) / 2 * delta_n
assert abs(part_spacing + part_index - 1) < 1e-6
assert abs(part_spacing - n0 / ng0) < 1e-3

# Spacing in wavelength
fsr_lam = lam0**2 / (2 * ng0 * L)
lam_spacing = (c / p[0] - c / p[2]) / 2
assert abs(lam_spacing - (c / p[1])**2 / (2 * ng(p[1]) * L)) < 1e-12

# Controls: no dispersion; different phase index with equal group index
flat = mean_spacing(three_peaks(lambda nu: n0 + 0 * nu))
assert abs(flat - fsr_phase) < 1e-3 * GHz
n_other = 3.30
n_b, ng_b, _ = make_material(n_other, ng0)
p_b = three_peaks(n_b)
twin = mean_spacing(p_b)
assert abs(twin - c / (2 * ng_b(p_b[1]) * L)) < 0.01 * GHz
assert abs(twin - fsr) < 0.5 * GHz

# Pulse envelope delay over one round trip inside silicon
N, dt, t_start, width = 4096, 1e-14, 20e-12, 0.5e12
f = np.fft.fftfreq(N, dt)
t = np.arange(N) * dt
spectrum = np.exp(-f**2 / (2 * width**2) + 2j * np.pi * f * t_start)
travel = np.exp(2j * np.pi * (nu0 + f) * n(nu0 + f) * 2 * L / c)
I_in = abs(np.fft.fft(spectrum))**2
I_out = abs(np.fft.fft(spectrum * travel))**2
delay = np.sum(t * I_out) / np.sum(I_out) - np.sum(t * I_in) / np.sum(I_in)
assert abs(delay - 1 / fsr) < 1e-16
phase_time = 2 * n0 * L / c
assert abs(delay - phase_time) > 5e-14

# Change of spacing from order to order
step = p[2] - 2 * p[1] + p[0]
dng = (ng(p[1] + d) - ng(p[1] - d)) / (2 * d)
assert abs(step + spacing**2 * dng / ng(p[1])) < 0.002 * GHz

# Tilt of the plate
tilt_deg = 5.0
s = np.sin(np.radians(tilt_deg))


def fsr_tilt(nu):
    return c * np.sqrt(n(nu)**2 - s**2) / (2 * L * (n(nu) * ng(nu) - s**2))


p_t = three_peaks(n, sine=s)
assert abs(mean_spacing(p_t) - fsr_tilt(p_t[1])) < 0.01 * GHz
tilt_change = fsr_tilt(nu0) - fsr

# Heating by 1 K, rough coefficients, frequency-independent dn/dT
dn_dT, expansion = 1.8e-4, 2.6e-6
L_hot = L * (1 + expansion)
p_hot = three_peaks(lambda nu: n(nu) + dn_dT, thickness=L_hot)
shift = p_hot[1] - p[1]
shift_formula = -p[1] * (dn_dT + n(p[1]) * expansion) / ng(p[1])
assert abs(shift - shift_formula) < 0.02 * GHz
fsr_heat = c / (2 * (ng0 + dn_dT) * L_hot) - fsr

# Absorption of 1 per cm
alpha = 100.0
p_abs = three_peaks(lambda nu: n(nu) - 1j * alpha * c / (4 * np.pi * nu))
T_abs = plate(p_abs[1], lambda nu: n(nu) - 1j * alpha * c / (4 * np.pi * nu))[1]
R_face = ((n0 - 1) / (n0 + 1))**2
a = np.exp(-alpha * L)
assert abs(T_abs - (1 - R_face)**2 * a / (1 - R_face * a)**2) < 1e-4
abs_change = mean_spacing(p_abs) - spacing
assert abs(abs_change) < 0.01 * GHz

L_wrong = c / (2 * n0 * fsr)

print(f"thickness L = {L*1e6:.1f} um")
print(f"vacuum wavelength = {lam0*1e9:.1f} nm")
print(f"optical frequency = {nu0/1e12:.3f} THz")
print(f"photon energy = {h*nu0/e:.3f} eV")
print(f"phase index n = {n0:.2f}, group index n_g = {ng0:.2f}")
print(f"model resonance wavelength = {c/nu_r*1e9:.1f} nm")
print(f"slope dn/dlambda = {slope_lam*1e-9:.3e} per nm")
print(f"FSR from group index = {fsr/GHz:.2f} GHz")
print(f"FSR from phase index (wrong) = {fsr_phase/GHz:.2f} GHz")
print(f"excess of wrong value = {(fsr_phase-fsr)/GHz:.2f} GHz")
print(f"relative excess = {100*(fsr_phase/fsr-1):.2f} %")
print(f"FSR in wavelength = {fsr_lam*1e9:.3f} nm")
for order, peak in zip(m, p):
    print(f"peak of order {order}: {peak/1e12:.5f} THz")
print(f"lower spacing from peaks = {(p[1]-p[0])/GHz:.2f} GHz")
print(f"upper spacing from peaks = {gap/GHz:.2f} GHz")
print(f"mean spacing from peaks = {spacing/GHz:.2f} GHz")
print(f"index change over upper spacing = {delta_n:.3e}")
print(f"part of extra order from n*dnu = {part_spacing:.4f}")
print(f"part of extra order from nu*dn = {part_index:.4f}")
print(f"control, constant n = {n0:.2f}: spacing {flat/GHz:.2f} GHz")
print(f"control, n = {n_other:.2f}, n_g = {ng0:.2f}: {twin/GHz:.2f} GHz")
print(f"pulse round-trip delay = {delay*1e12:.4f} ps")
print(f"2nL/c (phase index) = {phase_time*1e12:.4f} ps")
print(f"thickness inferred with phase index = {L_wrong*1e6:.2f} um")
print(f"reflectance of one face = {R_face:.3f}")
print(f"FSR for n_g = 3.55: {c/(2*3.55*L)/GHz:.1f} GHz")
print(f"FSR for n_g = 3.65: {c/(2*3.65*L)/GHz:.1f} GHz")
print(f"FSR change, 1 um thicker = {(c/(2*ng0*(L+1e-6))-fsr)/GHz:.2f} GHz")
print(f"FSR change, tilt {tilt_deg:.0f} deg = {tilt_change/GHz:.3f} GHz")
print(f"FSR change per order = {step/GHz:.3f} GHz")
print(f"rough dn/dT = {dn_dT:.1e} per K, expansion = {expansion:.1e} per K")
print(f"peak shift for 1 K = {shift/GHz:.2f} GHz")
print(f"FSR change for 1 K = {fsr_heat/GHz:.4f} GHz")
print(f"peak transmittance at absorption {alpha/100:.0f} per cm = {T_abs:.3f}")
print(f"size of FSR change by absorption = {abs(abs_change)/GHz:.1e} GHz")
print("all good")
```

Printed output:

```
thickness L = 100.0 um
vacuum wavelength = 1550.0 nm
optical frequency = 193.414 THz
photon energy = 0.800 eV
phase index n = 3.48, group index n_g = 3.60
model resonance wavelength = 295.0 nm
slope dn/dlambda = -7.742e-05 per nm
FSR from group index = 416.38 GHz
FSR from phase index (wrong) = 430.74 GHz
excess of wrong value = 14.36 GHz
relative excess = 3.45 %
FSR in wavelength = 3.337 nm
peak of order 448: 192.98463 THz
peak of order 449: 193.40106 THz
peak of order 450: 193.81739 THz
lower spacing from peaks = 416.43 GHz
upper spacing from peaks = 416.33 GHz
mean spacing from peaks = 416.38 GHz
index change over upper spacing = 2.586e-04
part of extra order from n*dnu = 0.9666
part of extra order from nu*dn = 0.0334
control, constant n = 3.48: spacing 430.74 GHz
control, n = 3.30, n_g = 3.60: 416.33 GHz
pulse round-trip delay = 2.4017 ps
2nL/c (phase index) = 2.3216 ps
thickness inferred with phase index = 103.45 um
reflectance of one face = 0.306
FSR for n_g = 3.55: 422.2 GHz
FSR for n_g = 3.65: 410.7 GHz
FSR change, 1 um thicker = -4.12 GHz
FSR change, tilt 5 deg = 0.122 GHz
FSR change per order = -0.093 GHz
rough dn/dT = 1.8e-04 per K, expansion = 2.6e-06 per K
peak shift for 1 K = -10.16 GHz
FSR change for 1 K = -0.0219 GHz
peak transmittance at absorption 1 per cm = 0.981
size of FSR change by absorption = 4.5e-10 GHz
all good
```
